# The finite zero-wavevector limit of the HSE short-range Coulomb kernel

## 1. Definitions and conventions

Hartree atomic units are used, so two electrons at distance $r$ repel with energy $1/r$. The HSE functionals split this interaction with a range-separation parameter $\omega>0$, an inverse length:

$$\frac1r=\underbrace{\frac{\operatorname{erfc}(\omega r)}{r}}_{v(r)}+\frac{\operatorname{erf}(\omega r)}{r},\qquad \operatorname{erf}(x)=\frac{2}{\sqrt\pi}\int_0^x e^{-t^2}dt,\qquad \operatorname{erfc}=1-\operatorname{erf}.$$

Fock exchange is evaluated with the short-range kernel $v(r)$ and enters the functional with the fraction $1/4$. That fraction multiplies the energy and is not part of $v$.

The Fourier transform and its inverse are

$$v(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}v(r),\qquad v(r)=\int\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf r}v(\mathbf q).$$

No factor of 1/volume is included, so $v(\mathbf q)$ is an energy times a volume, in hartree bohr³. The claim is that $v(\mathbf q)\to\pi/\omega^2$ as $\mathbf q\to0$, from every direction, at fixed $\omega>0$.

Numbers below use $\omega=0.11$ bohr⁻¹, the HSE06 value.

## 2. The simple case: q = 0

At $\mathbf q=0$ the phase factor is 1 and the transform is the volume integral of the kernel. One power of $r$ from $r^2dr$ cancels the $1/r$:

$$v(0)=4\pi\int_0^\infty r\operatorname{erfc}(\omega r)\,dr .$$

For convergence, substitute $t=x+s$ in the definition of erfc. For $x\ge0$,

$$\operatorname{erfc}(x)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-x^2-2xs-s^2}ds\le e^{-x^2}\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2}ds=e^{-x^2}.$$

The kernel thus has a Gaussian tail, and its $1/r$ singularity at the origin is integrable in three dimensions.

Integrate by parts with $\frac{d}{dr}\operatorname{erfc}(\omega r)=-\frac{2\omega}{\sqrt\pi}e^{-\omega^2r^2}$:

$$\int_0^\infty r\operatorname{erfc}(\omega r)dr=\Big[\tfrac{r^2}{2}\operatorname{erfc}(\omega r)\Big]_0^\infty+\frac{\omega}{\sqrt\pi}\int_0^\infty r^2e^{-\omega^2r^2}dr .$$

The bracket vanishes at both ends. Differentiating $\int_0^\infty e^{-ar^2}dr=\frac12\sqrt{\pi}\,a^{-1/2}$ with respect to $-a$ gives $\int_0^\infty r^2e^{-ar^2}dr=\frac14\sqrt\pi\,a^{-3/2}$. With $a=\omega^2$ the integral is $\frac{\omega}{\sqrt\pi}\cdot\frac{\sqrt\pi}{4\omega^3}=\frac1{4\omega^2}$, and

$$v(0)=\frac{\pi}{\omega^2}.$$

This is also the limit of $v(\mathbf q)$. The difference $|v(\mathbf q)-v(0)|$ is at most $\int d^3r\,v(r)\,|e^{-i\mathbf q\cdot\mathbf r}-1|$. The integrand tends to zero at each $\mathbf r$ and never exceeds the integrable function $2v(r)$, so the integral tends to zero by dominated convergence.

**Number.** $\pi/(0.11)^2=259.64$ hartree bohr³, or 1046.9 eV Å³. Direct quadrature of the volume integral gives the same value.

**Limit.** As $\omega\to0$ the kernel becomes $1/r$ and $\pi/\omega^2$ diverges. This is as it should be: the integral of $1/r$ over a sphere of radius $R$ is $2\pi R^2$, which grows without bound. The finite value comes from the cutoff of the tail at a distance of order $1/\omega$.

## 3. General wavevector

Take the polar axis along $\mathbf q$ and let $u$ be the polar cosine. The angular integral is

$$2\pi\int_{-1}^{1}e^{-iqru}du=4\pi\frac{\sin qr}{qr},$$

so that

$$v(q)=\frac{4\pi}{q}\int_0^\infty\operatorname{erfc}(\omega r)\sin(qr)\,dr .$$

Integrate by parts, with $-\cos(qr)/q$ as the antiderivative of the sine:

$$\int_0^\infty\operatorname{erfc}(\omega r)\sin(qr)dr=\Big[-\operatorname{erfc}(\omega r)\frac{\cos qr}{q}\Big]_0^\infty-\frac{2\omega}{\sqrt\pi\,q}\,I(q),\qquad I(q)=\int_0^\infty e^{-\omega^2r^2}\cos(qr)dr .$$

The upper limit of the bracket gives zero. The lower limit, subtracted, gives $+1/q$ because $\operatorname{erfc}(0)=1$.

To find $I$, differentiate under the integral and use $re^{-\omega^2r^2}=-\frac{d}{dr}\frac{e^{-\omega^2r^2}}{2\omega^2}$:

$$I'(q)=-\int_0^\infty re^{-\omega^2r^2}\sin(qr)dr=\Big[\frac{e^{-\omega^2r^2}}{2\omega^2}\sin qr\Big]_0^\infty-\frac{q}{2\omega^2}\int_0^\infty e^{-\omega^2r^2}\cos(qr)dr=-\frac{q}{2\omega^2}I(q).$$

With $I(0)=\sqrt\pi/(2\omega)$ the solution is

$$I(q)=\frac{\sqrt\pi}{2\omega}e^{-q^2/4\omega^2}.$$

The prefactors $2\omega/\sqrt\pi$ and $\sqrt\pi/2\omega$ cancel, and

$$v(q)=\frac{4\pi}{q^2}\Big[1-e^{-q^2/4\omega^2}\Big],\qquad q\neq0 .$$

**Limit of small q.** Set $x=q^2/4\omega^2$, so $4\pi/q^2=\pi/(\omega^2x)$ and

$$v(q)=\frac{\pi}{\omega^2}\,\frac{1-e^{-x}}{x}.$$

Since $1-e^{-x}=\int_0^xe^{-t}dt$ and $1-t\le e^{-t}\le1$ for $t\ge0$, integration gives $x-x^2/2\le1-e^{-x}\le x$. Therefore

$$\frac{\pi}{\omega^2}\Big(1-\frac{q^2}{8\omega^2}\Big)\le v(q)\le\frac{\pi}{\omega^2}.$$

Both sides tend to $\pi/\omega^2$, in agreement with Section 2. The next term of the exponential series gives $v(q)=\pi/\omega^2-\pi q^2/(8\omega^4)+O(q^4)$.

The quadratic coefficient can be found without the closed form. Expanding $\sin(qr)/(qr)=1-q^2r^2/6+\dots$ in the transform gives the coefficient $-\frac{4\pi}{6}\int_0^\infty r^3\operatorname{erfc}(\omega r)dr$. Integration by parts turns the integral into

$$\frac{\omega}{2\sqrt\pi}\int_0^\infty r^4e^{-\omega^2r^2}dr=\frac{\omega}{2\sqrt\pi}\cdot\frac{3\sqrt\pi}{8\omega^5}=\frac{3}{16\omega^4},$$

and the coefficient is $-\pi/(8\omega^4)$, as before. Quadrature of the moment gives $-2682.2$ hartree bohr⁵. At $q=0.01$ bohr⁻¹ the correction is $-0.268$, which takes 259.636 to 259.368 hartree bohr³, the value found by transforming the kernel numerically.

**Limit of large q.** For $q\gg2\omega$ the exponential is negligible and $v(q)\to4\pi/q^2$. Short distances see the unscreened repulsion. At $q=1$ bohr⁻¹ the two agree to all printed digits, 12.5664 hartree bohr³.

**The crossover.** At $q=2\omega=0.22$ bohr⁻¹, $x=1$ and $v(q)/v(0)=1-e^{-1}=0.632$. The bare value $4\pi/q^2$ there equals $\pi/\omega^2$, which is why 259.6358 reappears in that row of the numerical output.

**Order of limits.** Taking $\omega\to0$ at fixed $q\ne0$ gives $4\pi/q^2$, which then diverges as $q\to0$. The finite limit requires $q\to0$ at fixed $\omega$.

## 4. Where the divergence went

The long-range part $\operatorname{erf}(\omega r)/r$ decays as $1/r$, so its direct transform does not converge absolutely. It is safer to propose a transform and invert it. Take

$$w(q)=\frac{4\pi}{q^2}e^{-q^2/4\omega^2}.$$

The volume element $q^2dq$ removes the singularity at the origin and the Gaussian controls large $q$. The angular integral is done as in Section 3:

$$\int\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf r}w(q)=\frac{1}{2\pi^2}\int_0^\infty q^2\,w(q)\frac{\sin qr}{qr}dq=\frac1r\,K(r),\qquad K(r)=\frac2\pi\int_0^\infty e^{-q^2/4\omega^2}\frac{\sin qr}{q}dq .$$

Differentiation removes the $1/q$ and leaves the Gaussian cosine integral, now with $1/(4\omega^2)$ in the place of $\omega^2$:

$$K'(r)=\frac2\pi\int_0^\infty e^{-q^2/4\omega^2}\cos(qr)dq=\frac2\pi\,\sqrt\pi\,\omega\,e^{-\omega^2r^2}=\frac{2\omega}{\sqrt\pi}e^{-\omega^2r^2}.$$

Since $K(0)=0$, $K(r)=\operatorname{erf}(\omega r)$. So $w(q)$ is the transform of the long-range part.

**Limit.** For small $q$, $w(q)=4\pi/q^2-\pi/\omega^2+O(q^2)$. The long-range part carries the whole singularity. Its constant term is the negative of the short-range limit, so the two add up to $4\pi/q^2$.

## 5. One electron in a periodic box

The limit acquires a practical meaning when exchange is summed over reciprocal lattice vectors. Take one spin-polarized electron with the normalized density

$$n(r)=(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2},\qquad \rho(q)=e^{-\sigma^2q^2/2},$$

where $\rho$ is the transform of $n$, a product of three Gaussian cosine integrals. The model value is $\sigma=1$ bohr. For an isolated electron the unscaled exchange energy is $-\frac12$ times the interaction of the density with itself.

Now repeat the electron in cubes of side $L$ and volume $V=L^3$, sampled at the Γ point. The orbital is proportional to $e^{-r^2/4\sigma^2}$, and two copies at distance $L$ overlap by $e^{-L^2/8\sigma^2}$, below $10^{-12}$ for $L\ge15$ bohr. The density is therefore taken as a sum of displaced copies of $n$, which has the Fourier series

$$n_{\rm per}(\mathbf r)=\sum_{\mathbf R}n(\mathbf r-\mathbf R)=\frac1V\sum_{\mathbf G}\rho(G)e^{i\mathbf G\cdot\mathbf r}.$$

Folding this with the kernel over all space multiplies each term by $v(G)$. Multiplying by $n_{\rm per}$ and integrating over one cell keeps pairs of opposite wavevectors, each with a factor $V$:

$$E(L)=-\frac12\int_V d^3r\int d^3r'\,n_{\rm per}(\mathbf r)v(|\mathbf r-\mathbf r'|)n_{\rm per}(\mathbf r')=-\frac1{2V}\sum_{\mathbf G}v(G)\,\rho(G)^2 .$$

The same double integral can be read in real space. The cell integral over all copies in the first factor equals an integral over all space with one copy, so

$$E(L)=-\frac12\sum_{\mathbf R}F(R),\qquad F(R)=\int\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf R}\,\frac{4\pi}{q^2}\Big[e^{-\sigma^2q^2}-e^{-(\sigma^2+1/4\omega^2)q^2}\Big].$$

Here $F(R)$ is the short-range interaction of two Gaussian densities at distance $R$. Section 4 showed that $(4\pi/q^2)e^{-q^2/4\mu^2}$ inverts to $\operatorname{erf}(\mu R)/R$. Matching exponents gives $\mu=1/2\sigma$ in the first term and $\mu=1/\sqrt{4\sigma^2+1/\omega^2}$ in the second:

$$F(R)=\frac1R\left[\operatorname{erf}\!\Big(\frac{R}{2\sigma}\Big)-\operatorname{erf}\!\Big(\frac{R}{\sqrt{4\sigma^2+1/\omega^2}}\Big)\right].$$

As $R\to0$, $\operatorname{erf}(\mu R)/R\to2\mu/\sqrt\pi$, and the isolated energy $-\frac12F(0)$ is

$$E_{\rm iso}=-\frac{1}{2\sqrt\pi}\left[\frac1\sigma-\frac{1}{\sqrt{\sigma^2+1/4\omega^2}}\right].$$

**Number.** $1/4\omega^2=20.66$ bohr², so the second term is $1/\sqrt{21.66}=0.2149$ and $E_{\rm iso}=-0.2821\times0.7851=-0.2215$ hartree. For the bare interaction, $\omega\to0$, the second term vanishes and the energy is $-0.2821$ hartree.

**Limit of a large box.** Writing $\operatorname{erf}=1-\operatorname{erfc}$ shows that $F(R)$ is at most $\operatorname{erfc}(R/\sqrt{4\sigma^2+1/\omega^2})/R$. The image terms thus fall off with a Gaussian tail, and $E(L)$ approaches $E_{\rm iso}$ equally fast. This requires the complete sum, with $v(0)=\pi/\omega^2$ at $\mathbf G=0$.

## 6. What happens if the G = 0 term is dropped

Since $\rho(0)=1$, the $\mathbf G=0$ term contributes $-\pi/(2\omega^2V)$. Setting it to zero gives

$$E_{\rm drop}(L)-E_{\rm iso}=+\frac{\pi}{2\omega^2V}-\frac12\sum_{\mathbf R\ne0}F(R).$$

The first term decays as $1/V$, far more slowly than the images. For $L=30$ bohr it is $259.636/(2\times27000)=4.808\times10^{-3}$ hartree. Errors relative to the isolated electron, in hartree, are:

| $L$ (bohr) | G = 0 kept | G = 0 dropped |
|---|---|---|
| 15 | $-4.9\times10^{-3}$ | $3.36\times10^{-2}$ |
| 20 | $-3.6\times10^{-4}$ | $1.59\times10^{-2}$ |
| 30 | $-5.2\times10^{-7}$ | $4.81\times10^{-3}$ |
| 40 | $-9.2\times10^{-11}$ | $2.03\times10^{-3}$ |

With the term kept, the error equals the image sum, which was computed separately in real space. At $L=15$ bohr the images are still visible, because the box is not much larger than $1/\omega\approx9$ bohr. With the term dropped, the error falls by a factor of 2.370 between $L=30$ and 40 bohr, as $(4/3)^3=2.370$ requires.

The argument can be turned round. At $L=40$ bohr, take the sum over nonzero $\mathbf G$ and the isolated energy from real-space quadrature. Neither uses the value at $\mathbf G=0$. Multiplying their difference by $2V$ gives 259.6357 hartree bohr³, against $\pi/\omega^2=259.6358$. Before rounding, the two differ by only about $10^{-5}$ hartree bohr³, which is $2V$ times the image error; rounding to four decimals makes the difference look larger. To this accuracy, the kernel value needed at $\mathbf G=0$ to recover the isolated energy is $\pi/\omega^2$.

## 7. The bare Coulomb kernel for comparison

The bare kernel $4\pi/q^2$ has no finite limit as $q\to0$ that could serve as its value at $\mathbf G=0$. Suppose the term is dropped. To find the error, add and subtract a Gaussian whose width grows with the box, $\tau=tL^2$ with $t$ a fixed number:

$$\frac{4\pi}{G^2}e^{-\sigma^2G^2}=\frac{4\pi}{G^2}\big[e^{-\sigma^2G^2}-e^{-\tau G^2}\big]+\frac{4\pi}{G^2}e^{-\tau G^2}.$$

The first part has the form treated in Section 5, with $\tau$ in place of $\sigma^2+1/4\omega^2$. Its limit at $\mathbf G=0$ is $4\pi(\tau-\sigma^2)$, which must be subtracted from the complete sum. Hence

$$\frac1V\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-\sigma^2G^2}=\frac{1}{\sqrt\pi}\Big(\frac1\sigma-\frac1{\sqrt\tau}\Big)+\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(R/2\sqrt\tau)}{R}-\frac{4\pi(\tau-\sigma^2)}{V}+\frac1V\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-\tau G^2},$$

where $\operatorname{erf}(R/2\sigma)$ was replaced by 1, with a Gaussian-small error. The term $1/(\sqrt\pi\,\sigma)$ is the isolated value. Because $R\propto L$, $G\propto1/L$, $\tau\propto L^2$ and $V=L^3$, every other term scales as $1/L$, except $4\pi\sigma^2/V$. Collect the $1/L$ terms as $-\xi/L$, with $\xi$ a pure number. Multiplication by $-\frac12$ gives the energy error

$$\frac{\xi}{2L}-\frac{2\pi\sigma^2}{L^3}.$$

**Number.** The computed errors are 0.04706 hartree at $L=30$ and 0.03537 hartree at $L=40$ bohr. Adding back $2\pi\sigma^2/L^3$ and multiplying by $L$ gives $\xi/2=1.419$ in both cases. The ratio of the errors is 1.3305, slightly below $4/3$ because of the cubic term.

## 8. Many electrons and the band gap

Let $\phi_a$ be orbitals orthonormal over a periodic volume $V$; for a crystal with a k-point mesh, $V$ is the number of k-points times the cell volume. For one spin, with integer occupations,

$$E_x=-\frac1{2V}\sum_{a,b}^{\rm occ}\sum_{\mathbf Q}v(Q)|\rho_{ab}(\mathbf Q)|^2,\qquad \rho_{ab}(\mathbf Q)=\int_Vd^3r\,e^{-i\mathbf Q\cdot\mathbf r}\phi_a^*\phi_b .$$

Orthonormality gives $\rho_{ab}(0)=\delta_{ab}$. The $\mathbf Q=0$ term is then $-\pi/(2\omega^2V)$ per electron, whatever the shape of the orbitals. For one electron this is the result of Section 6.

The diagonal element of the exchange operator is $-\frac1V\sum_b^{\rm occ}\sum_{\mathbf Q}v(Q)|\rho_{ab}(\mathbf Q)|^2$. Its $\mathbf Q=0$ term is $-\pi/(\omega^2V)$ if $a$ is occupied and zero if $a$ is empty. At fixed orbitals, dropping the term raises the occupied levels, leaves the empty ones in place, and so narrows the gap of an insulator by $\pi/(\omega^2V)$ before the HSE fraction is applied.

**Number.** For $V=(30\text{ bohr})^3$ and the fraction $1/4$, the energy shift per electron is $0.25\times4.808\times10^{-3}=1.20\times10^{-3}$ hartree, or 0.033 eV. The gap shift is twice that, about 0.065 eV.

**Limit.** Both shifts vanish as $V\to\infty$, so a dense enough mesh converges to the same answer with or without the term. At fixed $V$ they grow as $1/\omega^2$ when the range of the kernel is increased. Once $1/\omega$ is comparable with the shortest lattice vector of the periodic volume (equal to $V^{1/3}$ for a cube, shorter for an elongated or flat box), the image terms are no longer small either, and including the finite limit does not by itself give a converged exchange energy. For the model electron of Section 5, a $15\times15\times120$ bohr³ box has the volume of the 30-bohr cube, but its image error is $-3.1\times10^{-3}$ hartree instead of $-5.2\times10^{-7}$. The Gaussian-fast convergence of Section 6 also belongs to a localized orbital. For a metal the remaining error is much larger and oscillates with the filling of shells. In the uniform electron gas at $r_s=4$ bohr with 114 electrons ($L\approx31$ bohr), the unscaled error per electron is about $5\times10^{-4}$ hartree with the term kept and $5\times10^{-3}$ hartree with it dropped.

## Values computed for the example and the checks

```
omega = 0.11 1/bohr
sigma = 1.0 bohr
limit pi/omega^2 = 259.6358 hartree bohr^3
limit, converted = 1046.93 eV angstrom^3
volume integral by quadrature = 259.6358 hartree bohr^3
q^2 coefficient by quadrature = -2682.2 hartree bohr^5
q (1/bohr); v(q) by quadrature, v(q) by formula, 4 pi/q^2 (hartree bohr^3)
0.01; 259.3677, 259.3677, 125663.7061
0.05; 253.0443, 253.0443, 5026.5482
0.11; 229.7249, 229.7249, 1038.5430
0.22; 164.1211, 164.1211, 259.6358
0.50; 49.9784, 49.9784, 50.2655
1.00; 12.5664, 12.5664, 12.5664
v(2 omega)/v(0) = 0.63212 (no unit)
isolated short-range exchange energy = -0.2214834 hartree
isolated bare Coulomb exchange energy = -0.2820948 hartree
Exchange-energy errors against the isolated orbital (hartree)
L (bohr); G=0 kept, G=0 dropped, bare Coulomb G=0 dropped, image sum
15; -4.91e-03, 3.3559e-02, 9.2715e-02, -4.91e-03
20; -3.60e-04, 1.5867e-02, 7.0147e-02, -3.60e-04
30; -5.17e-07, 4.8076e-03, 4.7056e-02, -5.17e-07
40; -9.17e-11, 2.0284e-03, 3.5368e-02, -9.17e-11
dropped-term error ratio, L=30 to L=40 = 2.3701 (no unit)
bare Coulomb error ratio, L=30 to L=40 = 1.3305 (no unit)
limit recovered from G not 0, L=40 = 259.6357 hartree bohr^3
shift pi/(2 omega^2 V), L=30 = 4.8081e-03 hartree
HSE exchange fraction = 0.25 (no unit)
shift with HSE fraction, L=30 = 1.2020e-03 hartree
same shift, converted = 0.0327 eV
```
